How the rate of interatomic Coulombic decay depends on distance

Q: An ionizing photon leaves a vacancy in an inner-valence level of some unit A in a resist film. Suppose A cannot eject a second electron of its own, because relaxation releases too little energy for that. Surely it must then wait to emit a photon. Why should a neighbour B, well outside its electron cloud, matter?

A: Because the energy released may still suffice to ionize B. Let ω be the energy released when A relaxes from state a to state a′, and I_B the ionization energy of B. I use atomic units, ħ = e = mₑ = 4πε₀ = 1, so that c ≈ 137. B is neutral at first, A carries one positive charge after relaxing, and the nuclei are fixed at distance R. Both units end up charged and repel, so energy conservation reads

ω = I_B + 1/R + E_out,

where E_out is the kinetic energy of the electron far away. The channel is open if ω > I_B + 1/R. This process is interatomic Coulombic decay.

Q: An open channel is not a rate. What sets the rate?

A: The Coulomb coupling V between the initial state, a on A and the bound orbital g on B, and the final states, a′ on A and a continuum orbital ε on B. To first order, a final state detuned by Δ has after time t the probability |V|² sin²(Δt/2)/(Δ/2)². With continuum states normalized per unit energy, we integrate over Δ. Once t is long enough for V to be constant across the narrow peak, the integral of the peak is 2πt, so

Γ = 2π Σ |⟨a′ε|V|ag⟩|².

The sum runs over the final channels at the conserved energy. This needs Γ to be small compared with the energies over which V varies.

Q: The outgoing electron of B moves in the field of the charged unit A. Which continuum orbital do you use?

A: That of isolated B, at a suitable energy. Across B, the charge of A gives the electron a nearly uniform potential energy −1/R. Its local energy, measured from that level, is

E_out + 1/R = ω − I_B,

the same as after absorption of a photon of energy ω. What remains is the variation of the potential across B, of order size/R², and the scattering of the outgoing wave by A. I assume that both may be dropped at leading order for large R, and I make no estimate of their size at finite R.

Q: Electrons are identical, and your continuum orbital extends over A as well. Is "separated" still meaningful?

A: Look at which products of orbitals occur. The direct term is

V_dir = ∫∫ a′*(r₁)a(r₁) ε*(r₂)g(r₂) / |r₁ − r₂|.

The product a′*a is confined to A by two bound orbitals, and ε*g is confined to B by g, however far ε extends. The exchange term is

V_ex = ∫∫ a′*(r₁)g(r₁) ε*(r₂)a(r₂) / |r₁ − r₂|.

It contains a′*g, two bound orbitals on different units, and so falls exponentially with R. In the numerical model below, the overlap of these two orbitals is 2.7×10⁻⁶ at 15 bohr and 1.9×10⁻⁸ at 20 bohr. Its logarithm falls by 0.99 per bohr, close to the decay constant 1 of the hydrogen orbital on B. I drop exchange from here on.

Q: Then you have two clouds interacting through 1/r. Why isn't the coupling of order 1/R?

A: Because neither cloud carries a net charge. Write r₁ = s from the centre of A and r₂ = R n + t, with t measured from the centre of B and n the unit vector from A to B. With u = t − s,

1/|R n + u| = 1/R − n·u/R² + [3(n·u)² − u²]/(2R³) + …

States a and a′ are orthogonal, and so are g and ε:

∫ a′*a = 0,  ∫ ε*g = 0.

Any term that depends on s alone, on t alone, or on neither therefore vanishes. That removes 1/R and the whole 1/R² term. It also removes the static attraction of either core for the other unit's electron, since such an operator acts on one unit only. In the third term the mixed parts survive: 3(n·u)² contributes −6(n·s)(n·t), and −u² contributes +2 s·t. Hence

V = [d·D − 3(n·d)(n·D)]/R³,

d = ∫ a′* s a,  D = ∫ ε* t g.

Both electrons have charge −1, so the product of charges is +1 and the sign stands.

Q: So the rate follows by squaring. But the bracket depends on how the units are turned.

A: Put the z axis along n. The bracket is then Σ dᵢTᵢDᵢ with T = (1, 1, −2). For random orientation of each unit, the average of dᵢ*dⱼ is |d|²δᵢⱼ/3, and likewise for D. So

⟨|Σ dᵢTᵢDᵢ|²⟩ = |d|²|D|² (1 + 1 + 4)/9 = (2/3)|d|²|D|².

Here |d|² is summed over the final substates of A, and |D|² over components and degenerate channels of B. The golden rule gives

Γ₀ = 2π · (2/3)|d|²|D|²/R⁶ = (4π/3)|d|²|D|²/R⁶.

If B is isotropic but the dipole of A is held fixed, the factor 2/3 becomes 4/3 for a dipole along the axis and 1/3 for one across it. One direction along and two across average to (4/3 + 2/3)/3 = 2/3, as they must.

Q: I can't look up |D|² for a continuum. Can you express this in quantities one measures?

A: Yes, because the same two dipoles govern light. For absorption by B, take a field of amplitude F and unit polarization e, oscillating as F cos ωt. The part that raises the energy has amplitude F/2, so the ionization rate is 2π(F²/4)|e·D|². The photon flux is cF²/(8πω). Their ratio is 4π²ω|e·D|²/c, and the orientation average of |e·D|² is |D|²/3:

σ = 4π²ω|D|²/(3c).

For emission by A into a large volume Ω₀, the one-photon field has matrix element √(2πω/Ω₀), and there are Ω₀ω²/(2πc)³ modes per unit energy, solid angle and polarization. The sum of |e·d|² over two polarizations and all directions is (8π/3)|d|². Thus

γ = 2π · (2πω/Ω₀) · Ω₀ω²/(8π³c³) · (8π/3)|d|² = 4ω³|d|²/(3c³).

Now |d|² = 3c³γ/(4ω³) and |D|² = 3cσ/(4π²ω), so

Γ₀ = (4π/3) · 9c⁴γσ/(16π²ω⁴R⁶) = (3/4π)(c/ω)⁴ γσ/R⁶.

Q: This contains c⁴. Does that mean a photon travels from A to B?

A: Not in this formula. The c⁴ cancels the c⁻³ in γ and the c⁻¹ in σ, and the form with |d|²|D|² contains no c. The coupling is the instantaneous Coulomb interaction. I return below to the distance at which that stops being adequate.

Q: Give me numbers, and say what they are numbers for.

A: A model, not a resist molecule. Unit A has one active electron falling from 2p to 1s in a Coulomb well of effective charge 1.6; its net charge is set to +1 in the energy balance. I treat 2p as an isolated level, as it is in a screened unit where 2s lies well apart. In a pure Coulomb well 2s is degenerate with 2p, and the dipole that the charge of A induces on B would couple them by about 5×10⁻⁶ hartree at 20 bohr, far more than the widths found below. Unit B is a hydrogen atom in its ground state. The level difference is

ω = (1.6²/2)(1 − 1/4) = 0.96 hartree = 26.12 eV,

against an ionization energy of 13.61 eV. The local energy of the electron at B is 12.52 eV. At R = 20 bohr, or 1.06 nm, it escapes with 11.16 eV.

The dipole strengths are |d|² = 0.2168 and |D|² = 0.4052 in atomic units. The second gives

σ = 4π² · 0.96 · 0.4052/(3 · 137.04) = 0.0374 bohr² = 1.046 Mb,

which agrees with the closed-form cross-section of hydrogen. The coefficient of the law is

(4π/3) · 0.2168 · 0.4052 = 0.368 hartree bohr⁶.

At 20 bohr, R⁶ = 6.4×10⁷, so Γ₀ = 5.75×10⁻⁹ hartree = 156 neV. The lifetime 1/Γ₀ is 4.2 ns. The width is tiny beside the electronic energies, as the golden rule requires.

Q: You expanded in 1/R and kept one term. How do I know the rest is small at 20 bohr?

A: Integrate the direct Coulomb term V_dir numerically without expanding it, summing over partial waves of the emitted electron. This reference still omits exchange, retardation and the distortion of B's orbitals, bound and continuum, by the charge of A, so it examines the multipole step alone. It gives 169 neV at 20 bohr, 8.3% above the law. The excess is 15.8% at 15 bohr (15.7% if the sum stops at l = 6, as in the output below), 1.9% at 40 bohr and 0.5% at 80 bohr.

Q: Eight per cent, with an overlap of 10⁻⁸? Something other than overlap is at work.

A: Yes: B can also be ionized through its quadrupole. The transition density of A is a product of an s and a p orbital, so outside A its potential is that of a pure dipole. Expand that potential about B, with t = (x, y, z). Per unit dipole, and up to a common sign, it is

along the axis: 1/R² − 2z/R³ + 3(3z² − t²)/(2R⁴) + …

across the axis: x/R³ − 3xz/R⁴ + …

The constant does nothing, by orthogonality. From the s orbital of B, the linear terms lead to p waves and the quadratic ones to d waves. These are different final states, so their rates add without interference. The strength of each term is its squared angular average times the square of a radial integral

I_l = ∫ u_l(r) r^l u_g(r) dr,

where u_l and u_g are the radial functions of the continuum and of g, each multiplied by r.

For the linear terms the averages are 4·(1/3) = 4/3 along and 1/3 across. For the quadratic terms they are (9/4)·(4/5) = 9/5 along and 9·(1/15) = 3/5 across. One direction along and two across give 4/3 + 2/3 = 2 for the linear terms and 9/5 + 6/5 = 3 for the quadratic ones. Therefore

Γ/Γ₀ = 1 + C/R² + …,  C = (3/2)(I₂/I₁)².

With I₁ = 0.6365 and I₂ = 2.869, C = 1.5 · 20.31 = 30.5 bohr². The integrated rate at 80 bohr gives 30.6. At 20 bohr, C/R² = 30.5/400 = 7.6%, which is most of the 8.3%; higher multipoles supply the rest.

The length to compare with R is thus √C ≈ 5.5 bohr. It is well above 1 bohr, the decay length of the hydrogen orbital, so that length alone does not tell where the law sets in.

Q: Then a measured slope need not be −6.

A: Right. With the static Coulomb coupling, the integrated rate has a mean logarithmic slope of −6.23 between 15 and 20 bohr and of −6.02 between 40 and 80 bohr. The orientation ratio shows the same multipole correction. The relative quadrupole term is (9/5)/(4/3) = 1.35 along the axis and (3/5)/(1/3) = 1.8 across it, each times (I₂/I₁)²/R². At 80 bohr the static ratio along to across should then be

4[1 − (1.8 − 1.35) · 20.31/6400] = 3.994,

and the integrated value is 3.994. These numbers isolate the multipole step. At 80 bohr retardation, treated below, changes both the slope and the ratio by more than the multipole correction does.

Q: What if the transition on A is dipole-forbidden? Does the law survive with a smaller coefficient?

A: No. If a higher multipole remains, the power changes. A multipole of order l_A on one unit and l_B on the other meet in the term of the expansion that has l_A factors of s and l_B of t. That term carries R to the power −(l_A + l_B + 1), and the rate carries twice that exponent. Two dipoles give −6. A quadrupole on A with a dipole on B gives −8; a sum over point charges arranged in this way gives −8.0005 between 10 and 20 bohr. If A passes from one s state to another, its transition density has no outer multipole at all, and the first-order direct coupling falls exponentially. Higher-order terms, such as p character mixed into A by the dipole its charge induces on B, can still leave a rate that falls as a higher power of 1/R. The inverse sixth power therefore needs a dipole-allowed transition on both units.

Q: And at large R? The Coulomb force can't act instantaneously across any distance.

A: There the static coupling must be replaced by the field of an oscillating dipole. Maxwell's equations are linear, so the field matrix element for the transition of A obeys them with source d exp(−iωt). With q = ω/c and G = exp(iqR)/R, the potentials in Lorenz gauge are

Φ = −∇·(dG),  𝐀 = −iq dG,

and the field is

E = −∇Φ + iq𝐀 = ∇(∇·(dG)) + q² dG.

For d along the axis this is G″ + q²G, and across it G′/R + q²G. Set x = qR. Differentiation gives

G′ = exp(ix)(ix − 1)/R²,

G″ = exp(ix)(2 − 2ix − x²)/R³.

Since q²G = exp(ix)x²/R³, the two couplings, leaving out the phase and 1/R³, are

along: 2(1 − ix),  across: −1 + ix + x².

At x = 0 they are 2 and −1, the static factors up to an overall sign. The squared moduli are 4 + 4x² along, and (x² − 1)² + x² = 1 − x² + x⁴ for each of the two directions across. The sum is 6 + 2x² + 2x⁴ in place of 6, so

Γ = Γ₀ (1 + x²/3 + x⁴/3).

Q: The rate goes up? I expected retardation to weaken the coupling.

A: Averaged over orientations, it goes up relative to R⁻⁶, while still falling with R. Your expectation does hold for a dipole of A across the axis as long as x < 1, since 1 − x² + x⁴ is then below 1. For x ≫ 1 the last term of the averaged rate dominates:

Γ → (3/4π)(c/ω)⁴(γσ/R⁶) · ω⁴R⁴/(3c⁴) = γσ/(4πR²).

This is the rate at which A emits photons times the fraction σ/(4πR²) that B intercepts. In that limit it describes the fate of emitted photons, so it should not be added to γ as a separate loss. That the photon picture emerges with the right factor also checks the prefactor of Γ₀.

In the model, c/ω = 143 bohr. Retardation doubles the rate when x² + x⁴ = 3, that is x = 1.14, or R = 163 bohr = 8.6 nm. At 20 bohr it adds 0.7%, at 80 bohr 13.8%. It also acts unequally on the two directions: at 80 bohr, where x = 0.56, the leading ratio along to across is (4 + 4x²)/(1 − x² + x⁴) ≈ 6.7 instead of 4.

Q: So one correction shrinks with R and the other grows. Is there any distance at which the inverse sixth power is accurate?

A: To a few per cent, in this model. The two leading corrections add up to

30.5/R² + R²/(3 · 142.75²).

The product of the two terms doesn't depend on R, so their sum is least when they are equal, at R ≈ 37 bohr, where each is about 2.2%. The law is thus some 4 to 5% low at its best, before any effect of the charge of A on the orbitals of B. It is an intermediate law, for √C ≪ R ≪ c/ω, and it sharpens as these two lengths move apart.

Q: Does the process win against photon emission?

A: Setting Γ₀ = γ gives

R⁶ = (3σ/4π)(c/ω)⁴,

so R = 12.4 bohr here. That is an estimate from the leading law at a distance where C/R² is already about 0.2. At 20 bohr the integrated decay rate is 6% of the radiative rate: 3.9 ns against a radiative lifetime of 0.24 ns. So one hydrogen atom at 1 nm is a poor competitor in this model.

Several neighbours help. Final states with different units ionized are orthogonal, so their rates add. For equivalent neighbours, and with the orientations of A and of the neighbours averaged, R⁻⁶ is replaced by the sum of Rⱼ⁻⁶. If the dipole of A is held fixed, a neighbour along it counts more than one across it at the same distance, as long as that distance is well below c/ω.

Q: What would stop me from applying this to a real film?

A: Several things beyond the limits already met. Adjacent units in a condensed film may have overlapping orbitals, and then exchange and the full Coulomb integral are needed. If A can autoionize on its own, that channel competes at a rate which, for an isolated unit, does not depend on R. Other material around A and B, not only between them, alters both the coupling and the energy balance, which are those of vacuum here. And the nuclei were held fixed, although a lifetime of nanoseconds leaves them ample time to move. A free hydrogen atom at rest 20 bohr from a fixed ion A would be drawn in to 10 bohr in about 2.2 ps, because the charge of A polarizes it. That attraction is only about 4 K deep at 20 bohr, so thermal motion matters more: at 300 K a free hydrogen atom covers 10 bohr in about 0.2 ps. In a film the surroundings hold the units in place, but they still vibrate, so a real rate must take the motion into account. The numerical output below belongs to the two-unit model in vacuum.

Computed values

```
effective charge of A: 1.6
transition energy omega: 0.9600 hartree
transition energy omega: 26.123 eV
ionization energy of B: 13.606 eV
local electron energy at B: 12.517 eV
escaped electron energy, R=20 bohr: 11.157 eV
transition dipole of A: 0.46558 e bohr
squared dipole d2: 0.21677 e^2 bohr^2
dipole strength D2: 0.40517 e^2 bohr^2/hartree
cross-section of B: 0.037352 bohr^2
cross-section of B: 1.0460 Mb
closed-form cross-section: 1.0460 Mb
radiative rate of A: 9.9368e-08 atomic units
radiative lifetime of A: 0.2434 ns
reduced wavelength c/omega: 142.75 bohr
R^6 coefficient: 0.36789 hartree bohr^6
R=15 bohr: law 878.87 neV, full 1017.3 neV, full/law 1.15745
R=20 bohr: law 156.42 neV, full 169.33 neV, full/law 1.08254
R=30 bohr: law 13.732 neV, full 14.214 neV, full/law 1.03504
R=40 bohr: law 2.4441 neV, full 2.4915 neV, full/law 1.01941
R=80 bohr: law 0.038189 neV, full 0.038371 neV, full/law 1.00478
R=20 bohr in nm: 1.0584 nm
ICD lifetime by law, R=20 bohr: 4.208 ns
full ICD lifetime, R=20 bohr: 3.887 ns
full ICD/radiative rate, R=20 bohr: 0.06262
local exponent, 15 to 20 bohr: -6.2326
local exponent, 40 to 80 bohr: -6.0209
radial integrals I1, I2: 0.63653, 2.86880 atomic units
correction C predicted: 30.469 bohr^2
correction C from full rate at 80 bohr: 30.613 bohr^2
along/across rate ratio, R=80 bohr: 3.9943
mean squared angular factor: 0.666667
A along / across axis: 1.333333 / 0.333333
rate exponent, quadrupole on A: -8.0005
orbital overlap at 15, 20 bohr: 2.700e-06, 1.913e-08
overlap log slope: -0.9900 per bohr
retardation factor, R=20 bohr: 1.00667
retardation factor, R=80 bohr: 1.13758
far-zone rate / photon picture: 1.0000003
law equals radiative rate at: 12.438 bohr
retardation doubles rate at x: 1.1414
retardation doubles rate at R: 162.93 bohr
retardation doubles rate at R: 8.622 nm
```
